# Diffusivity Tensor of Jumping Defects in Uniformly Strained Crystals, part 2

We seek the diffusivity tensor $D$ of an isolated vacancy on a strained diamond lattice. $D$ is half the long-time growth rate of the covariance of position, in laboratory lengths. The strain $\varepsilon$ is uniform, small and symmetric, with tension positive; $\mathrm{tr}\,\varepsilon$ is the relative volume change.

For a defect with several kinds of site $s$, occupied with equilibrium probabilities $p_s$, jumps $j$ have rates $\Gamma_j$ and displacements $d_j$ (column vectors), and

$$D=\frac12\sum_sp_s\sum_{j\text{ from }s}\Gamma_jd_jd_j^T-C. \tag{18}$$

The first term is the "bare sum". The correction is $C=\sum_sp_s\,b_s\chi_s^T$, with bias $b_s=\sum_{j\text{ from }s}\Gamma_jd_j$ and vectors $\chi_s$ solving $\sum_{j\text{ from }s}\Gamma_j(\chi_{s'}-\chi_s)=-b_s$, where $s'$ is the final site. It vanishes if and only if every $b_s$ does. The elastic constants $C_{11}$, $C_{12}$, $C_{44}$ are unrelated to $C$.

On the diamond lattice, a vacancy on one sublattice jumps along four bonds $d_i$ with rates $\Gamma_i$; on the other it jumps by $-d_i$ with the same rates. With $G=\sum_i\Gamma_i$ and $b=\sum_i\Gamma_id_i$,

$$D=\frac12\left[\sum_{i=1}^4\Gamma_id_id_i^T-\frac{bb^T}{G}\right], \tag{23}$$

$$D=\frac{1}{2G}\sum_{i<j}\Gamma_i\Gamma_j(d_i-d_j)(d_i-d_j)^T. \tag{24}$$

An internal shift of the sublattices adds the same $u$ to all four bonds. At given rates it leaves $D$ unchanged, but not the bare sum.

Unstrained, the lattice constant is $a$, the bond length $\ell=\sqrt3a/4$, and the unit bond directions $n_i$ are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$, each divided by $\sqrt3$:

$$\sum_in_i=0,\qquad \sum_in_in_i^T=\frac43\,1. \tag{25}$$

With common rate $\Gamma_0$,

$$D_0=\frac12\Gamma_0\ell^2\,\frac43=\frac{\Gamma_0a^2}{8}. \tag{26}$$

With attempt frequency $\nu$, zero-strain barrier $E_m$ and thermal energy $k_BT$,

$$\Gamma(\varepsilon)=\nu\exp\left[-\frac{E_m-\Delta P:\varepsilon}{k_BT}\right],\qquad \Delta P:\varepsilon=\sum_{ab}\Delta P_{ab}\varepsilon_{ab}. \tag{21}$$

$\Delta P$ is the saddle dipole tensor minus the site dipole tensor. The saddle is assumed to keep the full bond-centre symmetry and the resting vacancy tetrahedral symmetry, so the site dipole is a multiple of the unit tensor. For a bond along $n$, two constants $A$ and $B$ (in eV) remain:

$$\Delta P:\varepsilon=A\,\mathrm{tr}\,\varepsilon+B\left(n^T\varepsilon n-\frac13\mathrm{tr}\,\varepsilon\right). \tag{28}$$

The activation volume is $A/K$, with $K$ the bulk modulus.

### Response to a small strain

Write $\Gamma_i=\Gamma_0(1+\xi_i)$, where to first order $\xi_i=\Delta P_i:\varepsilon/k_BT$. The bonds are $d_i=\ell(1+\varepsilon)n_i+u$, with an internal shift $u$ that is itself of first order. Because $\sum_in_i=0$, the bias is

$$b\simeq\Gamma_0\Big(\ell\sum_i\xi_in_i+4u\Big). \tag{29}$$

The part of $\xi_i$ that is equal for all bonds drops out. The remaining sum needs $\sum_in_{i,a}n_{i,b}n_{i,c}$. This is zero unless $a$, $b$ and $c$ are all different, in which case it is $4/(3\sqrt3)$. Each shear component enters $n^T\varepsilon n$ twice, so

$$\sum_i\xi_in_i=\frac{8B}{3\sqrt3\,k_BT}\,(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})^T. \tag{30}$$

Shear in the cube axes thus creates a bias of first order. The correction $bb^T/2G$ is of second order. The shift $u$ also enters the bare sum at second order, since it multiplies a bias or another $u$. To first order the bare sum is therefore correct, and it may be expanded with $u=0$:

$$D\simeq\frac12\Gamma_0\ell^2\sum_i\left[(1+\xi_i)n_in_i^T+\varepsilon n_in_i^T+n_in_i^T\varepsilon\right]. \tag{31}$$

By (25) and (26), the terms without $\xi_i$ give $D_0(1+2\varepsilon)$. The others require the sum $S=\sum_i(n_i^T\varepsilon n_i)n_in_i^T$.

For a diagonal element of $S$, each $n_{i,a}^2$ is $\frac13$, and $\sum_in_i^T\varepsilon n_i=\frac43\mathrm{tr}\,\varepsilon$. The element is $\frac49\mathrm{tr}\,\varepsilon$. For an off-diagonal element $ab$, the two terms with $\varepsilon_{ab}$ and $\varepsilon_{ba}$ survive, each with $4\times\frac19$. The other terms contain $\sum_in_{i,c}n_{i,d}$ with $c\ne d$, which is zero. Hence

$$S=\frac49\mathrm{tr}\,\varepsilon\,1+\frac89\varepsilon_{\rm off}, \tag{32}$$

where $\varepsilon_{\rm off}$ is $\varepsilon$ in the cube axes with its diagonal removed. The term $-\frac13\mathrm{tr}\,\varepsilon$ in (28), multiplied by $\frac43\,1$, cancels the first part of $S$. Since $\frac12\Gamma_0\ell^2=\frac34D_0$,

$$\frac{D}{D_0}\simeq\left(1+\frac{A\,\mathrm{tr}\,\varepsilon}{k_BT}\right)1+2\varepsilon+\frac{2B}{3k_BT}\,\varepsilon_{\rm off}. \tag{33}$$

The terms describe, in order, a common change of rate, the change of length and the preference among bonds. The expansion requires the changes of the barriers to be small compared with $k_BT$. A small strain alone does not ensure this, because the dipole constants can be much larger than $k_BT$.

### Layers with a free surface

Consider a layer with equal strain $e$ in all directions of its plane and strain $e_\perp$ along its normal $m$:

$$\varepsilon=e(1-mm^T)+e_\perp mm^T. \tag{34}$$

The free surface requires the normal stress to vanish. In a (001) layer this means $C_{11}e_\perp+2C_{12}e=0$, so

$$e_\perp=-\frac{2C_{12}}{C_{11}}e\qquad(001). \tag{35}$$

In a (111) layer all three diagonal strains in the cube axes equal $\frac13\mathrm{tr}\,\varepsilon$, with $\mathrm{tr}\,\varepsilon=2e+e_\perp$. The cubic stress law, written as a tensor, is

$$\sigma=C_{12}\,\mathrm{tr}\,\varepsilon\,1+2C_{44}\,\varepsilon+(C_{11}-C_{12}-2C_{44})\,\varepsilon_{\rm diag},$$

with $\varepsilon_{\rm diag}$ the diagonal part. Its normal component must vanish:

$$\frac{C_{11}+2C_{12}-2C_{44}}{3}(2e+e_\perp)+2C_{44}e_\perp=0,$$

$$e_\perp=-2\,\frac{C_{11}+2C_{12}-2C_{44}}{C_{11}+2C_{12}+4C_{44}}\,e\qquad(111). \tag{36}$$

**The (001) layer.** The strain is diagonal in the cube axes, so $n_i^T\varepsilon n_i=\frac13\mathrm{tr}\,\varepsilon$ for each bond. The constant $B$ drops out of (28), and all four rates equal one value $\Gamma$. The twofold axes along the cube directions survive and forbid an internal shift. The bias is $b=\Gamma\ell(1+\varepsilon)\sum_in_i=0$, and the bare sum is exact in this model:

$$D=\frac{\Gamma a^2}{8}(1+\varepsilon)^2,\qquad \frac{D_\perp}{D_\parallel}=\left(\frac{1+e_\perp}{1+e}\right)^2. \tag{37}$$

The anisotropy is purely geometric.

**The (111) layer.** One bond lies along the normal and has rate $\Gamma_1$. Its strained length, without the internal shift, is $h=\ell(1+e_\perp)$. The other three have a common rate $\Gamma_2$. Their normal component is $-h/3$, and their in-plane component has length $\frac{\sqrt8}{3}\ell(1+e)$.

Along the normal, the three pairs in (24) that include the first bond contribute, each with a difference of $4h/3$:

$$D_\perp=\frac{1}{2G}\,3\Gamma_1\Gamma_2\left(\frac{4h}{3}\right)^2=\frac83h^2\frac{\Gamma_1\Gamma_2}{\Gamma_1+3\Gamma_2}. \tag{38}$$

In the plane the bias vanishes, because the three equal projections are $120^\circ$ apart. The sum of the tensors of three such unit vectors is $\frac32$ times the in-plane unit tensor, so

$$D_\parallel=\frac12\Gamma_2\,\frac89\ell^2(1+e)^2\,\frac32=\frac23\Gamma_2\ell^2(1+e)^2. \tag{39}$$

Equation (38) describes a series connection. Motion along the normal alternates between a gap crossed by one bond and a gap crossed by three. With the period $L=4h/3$, it reads

$$\frac{1}{D_\perp}=\frac{2}{L^2}\left(\frac1{\Gamma_1}+\frac1{3\Gamma_2}\right). \tag{40}$$

If either rate goes to zero, so does $D_\perp$. The bare sum along the normal, evaluated without the internal shift, is instead

$$D_\perp^{\rm bare}=\frac12h^2\left(\Gamma_1+\frac{\Gamma_2}{3}\right). \tag{41}$$

It counts the surviving jumps even when they merely carry the vacancy back and forth across one gap. With $x=\Gamma_1/\Gamma_2$, the ratio of (41) to (38) is

$$\frac{D_\perp^{\rm bare}}{D_\perp}=\frac{(3x+1)(x+3)}{16x}=1+\frac{3(x-1)^2}{16x}. \tag{42}$$

The ratio is unchanged when $x$ is replaced by $1/x$. For $x=0.01$ and for $x=100$ the bare sum is too large by the same factor, 19.4.

### A vacancy in diamond at 1123 K

The example is a neutral vacancy in diamond. The following inputs are model values near those of diamond, and their last digits carry no weight: $a=0.357$ nm, migration energy $E_m=2.3$ eV, attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$, and elastic constants $C_{11}$, $C_{12}$, $C_{44}$ of 1080, 125 and 578 GPa. The dipole constants are chosen, not computed for diamond: $A=4$ eV and $B=\pm10$ eV. Both layers have an in-plane strain $e=0.5\,\%$ and the same temperature, for which $k_BT=0.0968$ eV.

Without strain, (21) gives $\Gamma_0=477\ \mathrm{s^{-1}}$ for each bond. Equation (26) becomes

$$D_0=\frac{476.5\times(0.357)^2}{8}\ \mathrm{nm^2/s}=7.59\times10^{-14}\ \mathrm{cm^2/s},$$

where $1\ \mathrm{nm^2}=10^{-14}\ \mathrm{cm^2}$.

In the (001) layer, (35) gives $e_\perp=-(250/1080)\times0.5\,\%=-0.116\,\%$. The volume strain is $1.000\,\%-0.116\,\%=0.884\,\%$. The barriers fall by $4\times0.00884=0.035$ eV, and the rate rises to $687\ \mathrm{s^{-1}}$. The diffusivity is $1.105\times10^{-13}\ \mathrm{cm^2/s}$ in the plane and $1.092\times10^{-13}\ \mathrm{cm^2/s}$ along the normal. Their ratio, from (37), is

$$\frac{D_\perp}{D_\parallel}=\left(\frac{0.99884}{1.00500}\right)^2=0.988.$$

In the (111) layer, (36) gives $e_\perp=-2(174/3642)\times0.5\,\%=-0.048\,\%$, and $\mathrm{tr}\,\varepsilon=0.952\,\%$. For $B=+10$ eV, the two terms of (28) lower the barriers by

$$\text{normal bond: }0.0381-0.0365=0.0016\ \mathrm{eV},$$

$$\text{inclined bonds: }0.0381+0.0122=0.0503\ \mathrm{eV}.$$

The $B$ term of an inclined bond is minus one third of that of the normal bond, because the four terms add to zero. The rates are $\Gamma_1=484\ \mathrm{s^{-1}}$ and $\Gamma_2=801\ \mathrm{s^{-1}}$. With $h^2=0.02387\ \mathrm{nm^2}$, (38) gives

$$D_\perp=\frac83\times0.02387\times\frac{484.3\times801.1}{484.3+3\times801.1}\ \mathrm{nm^2/s}=8.55\times10^{-14}\ \mathrm{cm^2/s}.$$

The other entries follow from (39) and (41) in the same way. Diffusivities are in $10^{-14}\ \mathrm{cm^2/s}$.

| $B$ (eV) | $D_\parallel$ | $D_\perp$ | $D_\perp^{\rm bare}$ | $D_\perp/D_\parallel$ |
|---|---|---|---|---|
| $+10$ | 12.9 | 8.55 | 8.97 | 0.66 |
| $-10$ | 10.0 | 14.1 | 14.8 | 1.41 |

For these two values of $B$, the sign decides which direction is faster. The bare sum exceeds $D_\perp$ by the same fraction of $D_\perp$, about 5 %, in both cases. The equality holds for the bare sum without the internal shift; the small shift that a (111) strain allows would separate the two fractions slightly. It follows from (42): reversing $B$ replaces $x$ by $1/x$, since $A$ multiplies both rates by the same factor. At the same in-plane strain and temperature, the (111) layer is much more anisotropic than the (001) layer because its strain contains shear in the cube axes, through which the large $B$ makes the rates unequal.

### The model beside real diamond

Annealing near 1100 K is a real regime for moving vacancies in irradiated or implanted diamond. The strains chosen here are large: they correspond to in-plane stresses of 5.9 GPa for (001) and 6.3 GPa for (111). One atomic volume times the bulk modulus is 15.7 eV, so $A=4$ eV means an activation volume of about a quarter of an atom. The calculated anisotropy of the (111) layer is a property of the chosen $B$, not a prediction for diamond. The assumption of an isolated vacancy can fail in real material, because nitrogen captures vacancies.

The size of this effect follows from steady diffusion to an absorbing sphere of radius $R$. With concentration $c_\infty$ far away, the solution that vanishes at the sphere is $c=c_\infty(1-R/r)$, and the inward current is $4\pi R^2D_0\,c'(R)=4\pi RD_0c_\infty$. For a trap density $N$ so low that the distance between traps is much larger than $R$, the mean capture time is approximately

$$\tau=\frac{1}{4\pi RD_0N}. \tag{43}$$

Traps at 1 ppm with an assumed $R=0.5$ nm give $\tau=119$ s. Here $R$ is an effective radius of the continuum sink and is only about three jump lengths; capture on every lattice site within 0.5 nm of the trap would take about 14 % longer. The root-mean-square displacement along one axis before capture is $\sqrt{2D_0\tau}=43$ nm. By (43) this length equals $1/\sqrt{2\pi RN}$ and does not contain $D_0$. In an anneal much longer than two minutes, the tensor then describes the free flight and not the whole history of the vacancy. The free surface is a further sink. At this strain the equilibrium (Matthews–Blakeslee) critical thickness is only about 20 nm, less than the free flight. A layer that thin would lose its vacancies to an absorbing surface in about 20 s, and a thicker layer holds the strain only as long as dislocations do not form.

Other omissions affect the numbers as follows.

- **Barrier.** An error of 0.1 eV in $E_m$ changes $D$ by a factor of 2.8. If it is common to all bonds, it cancels from the ratios in the table.
- **Tunnelling.** For a parabolic barrier with a frequency of 40 THz, near the top of diamond's lattice vibrations, the thermally averaged transmission raises the rate by a factor of 1.13.
- **Second-order strain energy.** For a strain $e$ along one cube axis, a saddle that changes the stiffness of one atomic volume by $C_{11}$ adds an energy $\frac12C_{11}(a^3/8)e^2=4.8\times10^{-4}$ eV, or 0.5 % of $k_BT$. The layers are strained in two directions, and doubling all elastic constants of that volume would there add about 1 % of $k_BT$.
- **Nonlinear elasticity.** Third-order elastic constants of the size reported for diamond change $e_\perp$ of the (111) layer by up to about 7 % of its value and the entries of the table by up to about 0.3 %.
- **Attempt frequency.** With a Grüneisen parameter of one, the volume strain of the (111) layer changes $\nu$ by about 1 %.
- **Strain gradient.** If that strain disappears over 1000 nm and the site dipole constant is 10 eV, the site energy changes by $0.04\,k_BT$ over one free flight. Over the full 1000 nm the change reaches about $k_BT$.

Changes of charge state and the Jahn–Teller structure of the vacancy are also left out, and their effects are not estimated here. Either could change the barriers. A distortion that persists between jumps would add internal states to the site. Equation (18) covers this case if each state is counted as a kind of site, whereas (23) can then fail. The values on which this section rests are listed in the numerical output.

## Calculated quantities

```
INPUTS (rough values for diamond; A, B and strain chosen)
lattice constant 0.357 nm, bond length 0.1546 nm
temperature 1123 K, kT 0.0968 eV
migration energy 2.3 eV, attempt frequency 1e+13 1/s
C11, C12, C44: 1080, 125, 578 GPa
dipole constants A 4 eV, B +/-10 eV
in-plane strain 0.50 %
UNSTRAINED
rate per bond 476.5 1/s
D0 7.592e-14 cm2/s
(001) LAYER
normal strain -0.1157 %, in-plane stress 5.88 GPa
rate per bond 686.8 1/s
D in plane 1.105e-13 cm2/s
D normal   1.092e-13 cm2/s
ratio normal/in-plane 0.9878
(111) LAYER
normal strain -0.0478 %, in-plane stress 6.33 GPa
B = +10 eV: rates normal 484.3, inclined 801.1 1/s
  D in plane 1.289e-13 cm2/s
  D normal   8.554e-14 cm2/s
  bare sum, normal 8.969e-14 cm2/s
  ratio normal/in-plane 0.6636
  bare sum too high by 4.85 %
B = -10 eV: rates normal 1030.2, inclined 622.9 1/s
  D in plane 1.002e-13 cm2/s
  D normal   1.409e-13 cm2/s
  bare sum, normal 1.478e-13 cm2/s
  ratio normal/in-plane 1.4061
  bare sum too high by 4.85 %
LIMITS, normal direction, model rates
normal/inclined rate 0.01: bare sum / D = 19.38
normal/inclined rate 100: bare sum / D = 19.38
EFFECTS LEFT OUT (rough sizes)
bulk modulus x atomic volume 15.7 eV
N traps 1 ppm, radius 0.5 nm: capture in 119 s
rms free flight along one axis 43 nm
barrier error of 0.1 eV: factor 2.81 in D
tunnelling, barrier frequency 40 THz: factor 1.133
second-order strain energy 4.8e-04 eV = 0.50 % of kT
attempt frequency change, Grueneisen 1: 0.95 %
strain lost over 1000 nm, site dipole 10 eV:
  energy change per free flight 0.042 kT
```
